**Lower-hybrid frequency in dense argon: independent mode calculation**

For perpendicular, short-wavelength oscillations in cold, dense plasma, the program tests \(\omega_0=\sqrt{\omega_{ce}\omega_{ci}}=eB/\sqrt{mM}\), where \(m\) and \(M\) are the electron and ion masses and \(\omega_{ce}\), \(\omega_{ci}\) their cyclotron frequencies. At 10 mT it gives \(f_0=\omega_0/(2\pi)=1.0373\) MHz. It diagonalizes the linear two-fluid and Maxwell equations and asserts agreement with the dense limit, the particle-motion relations and the formulas for induction, tilt and electron friction. Root finding tests the density correction, symbolic algebra tests the cancellation at \(\omega_0\), and velocity-space integrals test the thermal approximation. For the example at \(10^{11}\ \mathrm{cm^{-3}}\), the cold perpendicular frequency is 1.0323 MHz, while half an axial wave in a 50 cm chamber, with a perpendicular wavelength of 1 cm, raises the cold-mode frequency to 2.946 MHz. With the rough collision inputs, the damped perpendicular frequency is about 1.0 MHz at \(10^{11}\ \mathrm{cm^{-3}}\) and 0.77 MHz at \(10^{12}\ \mathrm{cm^{-3}}\).

## Numerical verification

```python
"""Test of the dense-plasma lower-hybrid frequency in argon.

Result: for k perpendicular to B and omega_pe >> omega_ce,
omega_LH = sqrt(omega_ce*omega_ci) = e*B/sqrt(m*M).
m, M: electron and Ar+ masses; omega_ce, omega_ci: positive angular
cyclotron frequencies; omega_pe, omega_pi: plasma frequencies.
An independent linear two-fluid/Maxwell eigenproblem supplies the modes.
Calculations use SI; printed quantities use laboratory units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

e, m, c = const.e, const.m_e, const.c
eps0, kB = const.epsilon_0, const.k
argon_mass_u = 39.948
M = argon_mass_u * const.atomic_mass - m
B = 10e-3
wce, wci = e * B / m, e * B / M
w0 = np.sqrt(wce * wci)
MHz = 2 * np.pi * 1e6

density_cm3 = 1e11
n_main = density_cm3 * 1e6
Te_eV, Ti_eV = 3.0, 0.05
pressure_mTorr, gas_K = 1.0, 400.0
wavelength_cm, length_cm = 1.0, 50.0
rate_en = 1e-13       # rough electron-neutral momentum rate, m^3/s
sigma_in = 1e-18      # rough ion-neutral momentum cross section, m^2


def plasma_frequency(n, mass):
    return np.sqrt(n * e**2 / (eps0 * mass))


def fluid_mode(n, kx, kz=0.0, nu_en=0.0, nu_ei=0.0):
    """Lowest mode above the ion-cyclotron range, with its eigenvector.

    Variables are sqrt(n*m_s)*v_s, sqrt(eps0)*E and B1/sqrt(mu0).
    """
    A = np.zeros((12, 12), complex)
    turn = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]], float)
    cross_k = np.array([[0, -kz, 0], [kz, 0, -kx], [0, kx, 0]], float)
    unit = np.eye(3)
    for start, sign, mass in ((0, -1, m), (3, 1, M)):
        part = slice(start, start + 3)
        wp = plasma_frequency(n, mass)
        A[part, part] += sign * (e * B / mass) * turn
        A[part, 6:9] += sign * wp * unit
        A[6:9, part] -= sign * wp * unit
    A[6:9, 9:12] = 1j * c * cross_k
    A[9:12, 6:9] = -1j * c * cross_k
    root_ratio = np.sqrt(m / M)
    A[:3, :3] -= (nu_en + nu_ei) * unit
    A[:3, 3:6] += nu_ei * root_ratio * unit
    A[3:6, :3] += nu_ei * root_ratio * unit
    A[3:6, 3:6] -= nu_ei * (m / M) * unit
    if nu_en == 0 and nu_ei == 0:
        values, vectors = np.linalg.eigh(1j * A)
    else:
        values, vectors = np.linalg.eig(1j * A)
    allowed = np.where(values.real > 3 * wci)[0]
    chosen = allowed[np.argmin(values[allowed].real)]
    return values[chosen], vectors[:, chosen]


# The plasma contribution to perpendicular permittivity cancels exactly.
a, b, p = sp.symbols("a b p", positive=True)
plasma_part = -p / (a*b - a**2) - (p*b/a) / (a*b - b**2)
assert sp.simplify(plasma_part) == 0

# Dense, short-wave eigenmode and its particle motion.
k_short = 2 * np.pi / 1e-4
n_dense = 1e19
dense_mode, vector = fluid_mode(n_dense, k_short)
assert abs(dense_mode.real / w0 - 1) < 2e-4
ve, vi = vector[:3] / np.sqrt(m), vector[3:6] / np.sqrt(M)
assert abs(ve[0] / vi[0] - 1) < 1e-3
speed_ratio = abs(ve[1] / vi[0])
assert abs(speed_ratio / np.sqrt(M / m) - 1) < 1e-3
energy_ratio = abs(vector[1])**2 / abs(vector[3])**2
assert abs(energy_ratio - 1) < 2e-3


def cold_root(n):
    wpe, wpi = plasma_frequency(n, m), plasma_frequency(n, M)

    def permittivity(w):
        return 1 - wpe**2/(w*w-wce**2) - wpi**2/(w*w-wci**2)
    return brentq(permittivity, 1.01 * wci, 0.5 * wce)


density_rows = []
for density in (1e9, 1e10, 1e11, 1e12):
    n = density * 1e6
    root = cold_root(n)
    formula = w0 / np.sqrt(1 + (wce / plasma_frequency(n, m))**2)
    assert abs(root / formula - 1) < 1e-3
    density_rows.append((density, root / MHz))

# Finite wavelength: Maxwell coupling changes the perpendicular mode.
k = 2 * np.pi / (wavelength_cm * 1e-2)
wpe = plasma_frequency(n_main, m)
wpi = plasma_frequency(n_main, M)
density_term = (wce / wpe)**2
em_term = (wpe / (k * c))**2
em_mode = fluid_mode(n_main, k)[0].real
em_formula = w0 / np.sqrt(1 + density_term + em_term)
assert abs(em_mode / em_formula - 1) < 1e-3
cold_main = cold_root(n_main)

# Tilt away from perpendicular propagation.
cot_one_percent = np.sqrt((1.01**2 - 1) * m / M)
tilted = fluid_mode(n_dense, k_short, k_short * cot_one_percent)[0].real
assert abs(tilted / dense_mode.real - 1.01) < 2e-4
tilt_deg = np.degrees(np.arctan(cot_one_percent))
kz = np.pi / (length_cm * 1e-2)
chamber_mode = fluid_mode(n_main, k, kz)[0].real
chamber_formula = w0 * np.sqrt(1 + (M / m) * (kz / k)**2)
assert abs(chamber_mode / chamber_formula - 1) < 0.02
drive_MHz = 13.56
drive_cot = np.sqrt(((drive_MHz*MHz/w0)**2 - 1) * m / M)
drive_mode = fluid_mode(n_dense, k_short, k_short * drive_cot)[0].real
assert abs(drive_mode / (drive_MHz * MHz) - 1) < 5e-3
drive_angle = np.degrees(np.arctan2(1, drive_cot))

# Electron friction with neutrals and ions.
gas_density = pressure_mTorr * 1e-3 * const.torr / (kB * gas_K)
nu_en = gas_density * rate_en


def coulomb_rate(n):
    temperature = Te_eV * e
    debye = np.sqrt(eps0 * temperature / (n * e**2))
    logarithm = np.log(12 * np.pi * n * debye**3)
    rate = (4*np.sqrt(2*np.pi)*n*e**4*logarithm
            / (3*(4*np.pi*eps0)**2*np.sqrt(m)*temperature**1.5))
    return rate, logarithm


collision_rows = []
for density in (1e11, 1e12):
    n = density * 1e6
    nu_ei, logarithm = coulomb_rate(n)
    nu = nu_en + nu_ei
    mode = fluid_mode(n, k_short, nu_en=nu_en, nu_ei=nu_ei)[0]
    factor = 1 + (wce / plasma_frequency(n, m))**2
    predicted = (-1j*nu + np.sqrt(4*factor*w0**2 - nu**2 + 0j))/(2*factor)
    assert abs(mode - predicted) / w0 < 1e-3
    collision_rows.append((density, logarithm, nu_ei, nu, mode))
ion_speed = np.sqrt(16 * Ti_eV * e / (np.pi * M))
nu_in = gas_density * sigma_in * ion_speed

# Thermal response from averages over the velocity distributions.
b_e = k**2 * Te_eV * e / (m * wce**2)
gamma0 = quad(lambda x: x*np.exp(-x*x/2)*j0(np.sqrt(b_e)*x)**2,
              0, 12, epsabs=1e-12)[0]
electron_factor = (1 - gamma0) / b_e
assert abs(electron_factor - (1 - 0.75*b_e)) < 3e-3
ion_thermal = np.sqrt(Ti_eV * e / M)


def ion_average(w):
    return quad(lambda x: np.exp(-x*x/2)/np.sqrt(2*np.pi)
                / (w-k*ion_thermal*x)**2 * w0**2,
                -8, 8, epsabs=1e-11)[0]


def warm_balance(w):
    return 1 + wpe**2/wce**2*electron_factor - wpi**2/w0**2*ion_average(w)


warm_mode = brentq(warm_balance, 0.7*w0, 1.4*w0)
warm_formula = np.sqrt(w0**2/(density_term+electron_factor)
                       + 3*k**2*ion_thermal**2)
assert abs(warm_mode / warm_formula - 1) < 1e-3
assert abs(w0 / MHz - 1.04) < 0.005


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Magnetic field", B*1e3, "mT")
show("Argon atomic mass", argon_mass_u, "u")
show("Ion/electron mass ratio", M/m, "(ratio)", 6)
show("Electron cyclotron frequency", wce/MHz, "MHz")
show("Ion cyclotron frequency", wci/(2*np.pi*1e3), "kHz")
show("Dense lower-hybrid frequency f0", w0/MHz, "MHz")
show("Dense angular frequency", w0, "rad/s")
show("Electron y / ion x speed", speed_ratio, "(ratio)")
show("Electron y / ion x kinetic energy", energy_ratio, "(ratio)")
show("Example electron density", density_cm3, "cm^-3")
show("Electron plasma frequency", wpe/MHz, "MHz")
show("(omega_ce/omega_pe)^2", density_term, "(ratio)")
for density, frequency in density_rows:
    print(f"Cold frequency at {density:.0e} cm^-3: {frequency:.4f} MHz")
show("Perpendicular wavelength", wavelength_cm, "cm")
show("(omega_pe/(k c))^2", em_term, "(ratio)")
show("Cold electromagnetic frequency", em_mode/MHz, "MHz")
show("Electromagnetic shift", 100*(em_mode/cold_main-1), "%", 3)
show("Electron temperature", Te_eV, "eV")
show("Ion temperature", Ti_eV, "eV")
show("Electron thermal parameter b", b_e, "(ratio)", 4)
show("Warm electrostatic frequency", warm_mode/MHz, "MHz")
show("Thermal shift", 100*(warm_mode/cold_main-1), "%", 3)
show("Tilt raising f0 by 1 percent", tilt_deg, "degrees", 3)
show("Chamber length (half axial wave)", length_cm, "cm")
show("Axial/perpendicular wave number", kz/k, "(ratio)", 3)
show("Chamber-mode frequency, full cold model", chamber_mode/MHz, "MHz", 4)
show("Chamber-mode frequency, tilt formula", chamber_formula/MHz, "MHz", 4)
show("Drive frequency", drive_MHz, "MHz")
show("Resonant k-to-B angle at drive", drive_angle, "degrees", 4)
show("Gas pressure", pressure_mTorr, "mTorr")
show("Gas temperature", gas_K, "K")
show("Rough electron-neutral rate coefficient", rate_en*1e6, "cm^3/s", 2)
show("Rough ion-neutral cross section", sigma_in*1e4, "cm^2", 2)
show("Electron-neutral collision rate", nu_en, "s^-1", 3)
show("Ion-neutral collision rate", nu_in, "s^-1", 3)
for density, logarithm, nu_ei, nu, mode in collision_rows:
    print(f"At {density:.0e} cm^-3: Coulomb logarithm {logarithm:.2f}")
    print(f"  Coulomb rate {nu_ei:.3g} s^-1; total {nu:.3g} s^-1")
    print(f"  Damped frequency {mode.real/MHz:.3f} MHz")
    print(f"  Amplitude decay rate {-mode.imag:.3g} s^-1")
    print(f"  omega_0/total electron collision rate {w0/nu:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Magnetic field: 10 mT
Argon atomic mass: 39.948 u
Ion/electron mass ratio: 72819.7 (ratio)
Electron cyclotron frequency: 279.92 MHz
Ion cyclotron frequency: 3.8441 kHz
Dense lower-hybrid frequency f0: 1.0373 MHz
Dense angular frequency: 6.5177e+06 rad/s
Electron y / ion x speed: 269.83 (ratio)
Electron y / ion x kinetic energy: 0.99981 (ratio)
Example electron density: 1e+11 cm^-3
Electron plasma frequency: 2839.3 MHz
(omega_ce/omega_pe)^2: 0.0097199 (ratio)
Cold frequency at 1e+09 cm^-3: 0.7387 MHz
Cold frequency at 1e+10 cm^-3: 0.9903 MHz
Cold frequency at 1e+11 cm^-3: 1.0323 MHz
Cold frequency at 1e+12 cm^-3: 1.0368 MHz
Perpendicular wavelength: 1 cm
(omega_pe/(k c))^2: 0.0089698 (ratio)
Cold electromagnetic frequency: 1.0278 MHz
Electromagnetic shift: -0.441 %
Electron temperature: 3 eV
Ion temperature: 0.05 eV
Electron thermal parameter b: 0.06734 (ratio)
Warm electrostatic frequency: 1.0599 MHz
Thermal shift: 2.67 %
Tilt raising f0 by 1 percent: 0.0301 degrees
Chamber length (half axial wave): 50 cm
Axial/perpendicular wave number: 0.01 (ratio)
Chamber-mode frequency, full cold model: 2.946 MHz
Chamber-mode frequency, tilt formula: 2.985 MHz
Drive frequency: 13.56 MHz
Resonant k-to-B angle at drive: 87.23 degrees
Gas pressure: 1 mTorr
Gas temperature: 400 K
Rough electron-neutral rate coefficient: 1e-07 cm^3/s
Rough ion-neutral cross section: 1e-14 cm^2
Electron-neutral collision rate: 2.41e+06 s^-1
Ion-neutral collision rate: 1.89e+04 s^-1
At 1e+11 cm^-3: Coulomb logarithm 12.45
  Coulomb rate 6.96e+05 s^-1; total 3.11e+06 s^-1
  Damped frequency 1.003 MHz
  Amplitude decay rate 1.54e+06 s^-1
  omega_0/total electron collision rate 2.10
At 1e+12 cm^-3: Coulomb logarithm 11.30
  Coulomb rate 6.32e+06 s^-1; total 8.73e+06 s^-1
  Damped frequency 0.770 MHz
  Amplitude decay rate 4.36e+06 s^-1
  omega_0/total electron collision rate 0.75
ALL CHECKS PASSED
```
